\section*{Fixed Electric Displacement and the Open-Circuit Capacitor}

\section{What to hold fixed}

A calculation on a polar insulator between electrodes must decide which electrical variable to hold fixed while orbitals and ions relax. Fixing the voltage describes plates joined to a battery; fixing the plate charge describes plates that have been charged and then disconnected. The choice can decide whether a nonpolar crystal is stable. For the disconnected plates, the quantity to minimize in one periodic cell is
\begin{equation}
U(D;v)=E(v)+\frac{V}{8\pi}\,[D-4\pi P(v)]^2 .
\label{U}
\end{equation}
Here $v$ denotes a trial state, that is, orbitals and ion positions, and $V$ is the cell volume. $E(v)$ is the cell energy computed with periodic electrostatics and no macroscopic field. It is evaluated in the polarized state $v$, so in general it is not the zero-field ground-state energy. Hartree atomic units are used with the Gaussian form of the field equations; the electron has charge $-1$.

\section{The energy of a charged capacitor}

Let an insulating crystal, $N$ cells thick, fill the space between two large parallel metal plates. A cell has area $S$ parallel to the plates and thickness $c$, so $V=Sc$. The plates carry free charges $+Q$ and $-Q$ per cell area, and the normal $n$, along $z$, points from the positive to the negative plate. The state is taken to be the same in every interior cell. Edge fields are neglected, and deviations near the two interfaces contribute an energy that does not grow with $N$.

Write $F$ for the macroscopic field along $n$ and $P$ for the polarization along $n$. Bound charge has density $-\nabla\cdot\mathbf P$, so Gauss's law says that $\mathbf D=\mathbf F+4\pi\mathbf P$ has only free charge as its source. Since $\mathbf D$ vanishes inside the metal, its normal component in the crystal is $4\pi$ times the free charge per area:
\begin{equation}
D=\frac{4\pi Q}{S},\qquad F=D-4\pi P .
\label{gauss}
\end{equation}
The plates are equipotentials, so the macroscopic field parallel to them is zero. Equation \eqref{gauss} holds for any trial charge distribution, relaxed or not.

The microscopic field in an interior cell is $\mathbf e=F\mathbf n-\nabla\phi$, where $\phi$ is periodic. The integral of $\nabla\phi$ over a cell vanishes, because contributions from opposite faces cancel. Hence
\begin{align}
\int_V\frac{|\mathbf e|^2}{8\pi}\,d^3r
&=\frac{VF^2}{8\pi}-\frac{F}{4\pi}\,\mathbf n\cdot\!\int_V\nabla\phi\,d^3r
+\int_V\frac{|\nabla\phi|^2}{8\pi}\,d^3r \nonumber\\
&=\frac{VF^2}{8\pi}+\frac12\int_V\rho\,\phi\,d^3r .
\label{split}
\end{align}
The last step integrates by parts, drops the cancelling surface terms and uses $\nabla^2\phi=-4\pi\rho$. The final integral is the electrostatic energy of a periodic calculation in which the zero wave-vector term is omitted; self-energies of point ions are removed in the same way on both sides. Adding the kinetic, exchange-correlation and short-range energies turns it into $E(v)$.

The total energy $W$ of the isolated capacitor, counted per cell area of the plates, is therefore
\begin{equation}
\frac{W}{N}=E(v)+\frac{VF^2}{8\pi}+O(1/N)=U(D;v)+O(1/N),
\label{W}
\end{equation}
where \eqref{gauss} was used for $F$. No battery is connected, so no external electrical work has to be added. At fixed cell shape, fixing $Q$ fixes $D$, and minimizing the capacitor energy over uniform states is the same problem as minimizing \eqref{U}.

For uncharged plates $D=0$ and $U=E+2\pi VP^2$: the second term is the energy of the depolarizing field $F=-4\pi P$. In the opposite special case $D=4\pi P$, the field vanishes and $U=E$.

\section{The equations for electrons and ions}

At fixed $D$ a small change of the state gives
\begin{equation}
\delta U=\delta E+\frac{V}{8\pi}\,2(D-4\pi P)(-4\pi\,\delta P)
=\delta E-VF\,\delta P .
\label{var}
\end{equation}
Consider first electrons confined to their cell, in one orbital $w$ with occupation $f$, and an ion of charge $Z$ at $u$. The cell dipole is $VP=Zu-f\langle w|z|w\rangle$. If $H$ is the one-electron Hamiltonian belonging to $E$, then
\[
\delta U=f\langle\delta w|H+Fz|w\rangle+\text{c.c.}
\]
for a variation of the orbital. Normalization requires a Lagrange multiplier $\varepsilon$, and the result is
\begin{equation}
(H+Fz)\,w=\varepsilon w,\qquad F=D-4\pi P[w,u].
\label{orb}
\end{equation}
The sign is that of an electron, which is pushed against the field. For the ion, \eqref{var} gives the force $-\partial E/\partial u+ZF$. These are the equations of a fixed-field calculation, except that $F$ now follows the state during the iteration.

In an extended crystal $z$ is not a periodic operator, and $P$ must be computed as a Berry phase, or equivalently from the centres of Wannier functions. Equation \eqref{var} is unchanged. The state must remain insulating, and $P$ must be followed continuously on one branch, so that a jump between branches is not mistaken for a change of state. Continuity alone does not exclude transport: a cycle of insulating states can carry electrons from cell to cell, and $P$ then records the charge carried. The minimum sought is therefore a local one, reached without such transport.

A fixed-field calculation minimizes $E-VFP$ at constant $F$. Its first variation agrees with \eqref{var}, but its second does not. Let the state depend on a parameter $\lambda$, with primes for derivatives. From \eqref{var}, $U'=E'-VFP'$, and at fixed $D$ one has $F'=-4\pi P'$, so
\begin{equation}
U''=E''-VFP''+4\pi V(P')^2 .
\label{second}
\end{equation}
The last term is absent at fixed field. It is never negative, so a state that is locally stable at fixed $F$ is also locally stable at the corresponding fixed $D$, within the same set of uniform states. The converse can fail.

\section{Voltage and the closed circuit}

Let $U(D)$ be the minimum of \eqref{U}. When $D$ changes, the state relaxes, but its first-order change costs nothing because $U$ is stationary. The explicit dependence on $D$ alone contributes:
\begin{equation}
\frac{dU}{dD}=\frac{VF}{4\pi},\qquad
\frac{dU}{dQ}=\frac{VF}{4\pi}\,\frac{4\pi}{S}=cF\equiv\Phi .
\label{volt}
\end{equation}
$\Phi$ is the potential drop across one cell, so \eqref{volt} is the work of carrying charge from one plate to the other.

For plates held at fixed voltage, the battery's energy must be included, which subtracts $Q\Phi=VDF/4\pi$:
\begin{align}
G&=U-Q\Phi
=E+\frac{VF^2}{8\pi}-\frac{VF}{4\pi}(F+4\pi P)\nonumber\\
&=E-VFP-\frac{VF^2}{8\pi}.
\label{closed}
\end{align}
At fixed voltage and fixed cell the last term is constant, so minimizing $G$ is the fixed-field calculation. Open and closed circuits thus share their stationary states, but a state that is stable in one can be unstable in the other.

\section{Stability of a polar displacement}

Take a nonpolar crystal with an ion coordinate $u$ that is odd under reversal of $n$. With electrons relaxed at fixed field, the leading terms of $E-VFP$ around $u=F=0$ are
\begin{equation}
\tfrac12K_Eu^2-Z^*uF-\tfrac12V\chi F^2 .
\label{harm}
\end{equation}
$K_E$ is the stiffness at fixed field, $Z^*$ the Born charge and $\chi$ the electronic susceptibility. Minus the derivative with respect to $F$ is the dipole, $VP=Z^*u+V\chi F$. Insert this in \eqref{gauss} and put $\varepsilon_\infty=1+4\pi\chi$:
\begin{equation}
F=\frac{1}{\varepsilon_\infty}\left(D-\frac{4\pi Z^*u}{V}\right).
\label{Fu}
\end{equation}
By \eqref{var}, the derivative of the energy with respect to $u$ is the same in both ensembles when the field is the same. It equals $K_Eu-Z^*F$, and with \eqref{Fu} becomes
\begin{equation}
\frac{\partial U}{\partial u}=K_Du-\frac{Z^*D}{\varepsilon_\infty},\qquad
K_D=K_E+\frac{4\pi Z^{*2}}{V\varepsilon_\infty}.
\label{KD}
\end{equation}
The relaxed displacement is $u=Z^*D/(\varepsilon_\infty K_D)$ if $K_D>0$. Putting it back into \eqref{Fu} gives
\begin{equation}
\frac1\varepsilon\equiv\frac{dF}{dD}
=\frac1{\varepsilon_\infty}\left(1-\frac{K_D-K_E}{K_D}\right)
=\frac{K_E}{\varepsilon_\infty K_D}.
\label{eps}
\end{equation}
When $K_E<0<K_D$, the nonpolar state is unstable at fixed field but stable against uniform displacements at fixed $D$. Its inverse permittivity is then negative. Since $d^2U/dQ^2=4\pi c/(S\varepsilon)$ by \eqref{volt}, so is its inverse capacitance.

\section{Conditions on the equivalence}

\subsection{Uniformity along the plates}

On a real metal plate only the total charge is fixed; the free charge can move sideways. If $U(D)$ is not convex, two regions with different $D$ but the same average charge can have a lower energy than the uniform state. Equation \eqref{U} with a single $D$ therefore describes a laterally uniform capacitor. Where domains can form, their wall and stray-field energies also matter, and a larger supercell is needed.

\subsection{Changing the cell area}

Disconnected plates conserve $Q$, whereas $D=4\pi Q/S$ changes with area. At constant $c$ one has $(\partial D/\partial S)_Q=-D/S$, and \eqref{volt} gives
\begin{equation}
\left(\frac{\partial U}{\partial S}\right)_{\!Q}
=\left(\frac{\partial U}{\partial S}\right)_{\!D}
+\frac{VF}{4\pi}\left(-\frac DS\right)
=\left(\frac{\partial U}{\partial S}\right)_{\!D}-\frac{cFD}{4\pi}.
\label{area}
\end{equation}
A relaxation of the in-plane lattice under open-circuit conditions must hold $SD$ fixed. If only $c$ changes, $D$ and $Q$ are fixed together.

\subsection{The branch of the polarization}

Relabel an ion of charge $Z$ in every cell by its image one period $c$ further along $n$. The interior is unchanged, but $P$ becomes $P+Zc/V=P+Z/S$. In the finite stack, the same operation removes an ion plane from the left face and adds one at the right. To keep the interior field, the left plate must receive $+Z$ per cell area and the right plate $-Z$. Then $D$ rises by $4\pi Z/S$, and $D-4\pi P$ and $U$ do not change. A value of $D$ can be translated into a plate charge only after the termination of the crystal, and with it the branch of $P$, has been specified.

\subsection{The transverse components}

The vector form of \eqref{U} contains $|\mathbf D-4\pi\mathbf P|^2$ and fixes all three components of $\mathbf D$. Parallel plates fix $D_n$ and impose zero transverse field instead. The difference appears in a linear dielectric with permittivity tensor $\boldsymbol\varepsilon$. Let one transverse axis be a principal axis, so that only the other one, $t$, can couple to $n$. With all of $\mathbf D$ fixed and $D_t=0$, the second row of $\mathbf D=\boldsymbol\varepsilon\mathbf F$ gives $F_t=-\varepsilon_{nt}F_n/\varepsilon_{tt}$, and the first row then gives
\begin{equation}
\frac{F_n}{D_n}=\frac{1}{\varepsilon_{nn}-\varepsilon_{nt}^2/\varepsilon_{tt}},
\qquad
\left.\frac{F_n}{D_n}\right|_{\rm plates}=\frac1{\varepsilon_{nn}} .
\label{tensor}
\end{equation}
For $\varepsilon_{nn}=4.770$, $\varepsilon_{nt}=1.257$ and $\varepsilon_{tt}=3.513$ the two ratios are $0.2315$ and $0.2096$. The first is about 10\% larger than the second. They coincide when $\varepsilon_{nt}=0$, that is, when $n$ is a principal axis too.

\section{A planar model ferroelectric}

The model has $c=8$ bohr and $S=50$ bohr$^2$, so $V=400$ bohr$^3$. All charge is averaged over planes parallel to the plates. Each cell holds two electrons in one orbital $w(z)$, confined by hard walls at the cell faces and by the potential $\frac12\kappa z^2$, with $\kappa=0.30$ hartree/bohr$^2$. A movable ion plane of charge $2$, with Gaussian width $0.40$ bohr, has the short-range energy $\frac12ku^2+\frac14bu^4$. The electrons interact at the Hartree level. Exchange, correlation, in-plane structure and tunnelling between cells are left out.

Neutral cells built of charge planes produce no field outside themselves. The energy of this stack therefore has no interface term, and $P$ is the cell dipole divided by $V$. The orbital equation \eqref{orb} was solved self-consistently by finite differences with 64 intervals per cell, and $u$ was found from the zero of the force. The digits quoted below belong to this grid. Refining it changes the inverse permittivity at $D=0$ by about 2\% and the energy differences in Table~\ref{tab} by up to $0.03\times10^{-3}$ hartree, but none of the signs.

With $k=0$ the stiffness at $u=0$ is $0.237$ hartree/bohr$^2$ at fixed $D$ and $0.184$ at fixed field. The choice $k=-0.21$ hartree/bohr$^2$ was placed between the two thresholds on purpose, with $b=0.30$ hartree/bohr$^4$ to limit the displacement. It gives $K_D=0.0275$ and $K_E=-0.0255$ hartree/bohr$^2$. Small finite displacements and fields give $Z^*=1.389$ and $\varepsilon_\infty=1.1435$. The shift in \eqref{KD} is then
\[
\frac{4\pi(1.389)^2}{400\times1.1435}=0.0530\ \text{hartree/bohr}^2,
\]
which is the difference between the two stiffnesses. Equation \eqref{eps} gives
\[
\frac1\varepsilon=\frac{-0.0255}{1.1435\times0.0275}=-0.81 .
\]

Table~\ref{tab} follows the relaxed state as the plates are charged. Fields are in $10^{-3}$ hartree/($e$\,bohr), and $\Delta U=U(D)-U(0)$ is in $10^{-3}$ hartree per cell.

\begin{table}[h]
\centering
\caption{Relaxed states at fixed plate charge.}
\label{tab}
\begin{tabular}{ccccc}
$Q$ ($e$) & $u$ (bohr) & $D$ & $F$ & $\Delta U$\\
0.02 & 0.170 & 5.03 & $-2.12$ & $-0.230$\\
0.04 & 0.261 & 10.05 & $-1.18$ & $-0.516$\\
0.06 & 0.322 & 15.08 & $0.85$ & $-0.552$\\
0.08 & 0.369 & 20.11 & $3.39$ & $-0.218$\\
0.10 & 0.409 & 25.13 & $6.24$ & $0.550$
\end{tabular}
\end{table}

At small $Q$ the field opposes $D$, because $4\pi P$ exceeds $D$. By \eqref{volt}, $U$ then falls as charge is added. The field has already begun to rise between $Q=0.02$ and $0.04$, so the slope $dF/dD$ becomes positive before $F$ itself does. Negative differential capacitance thus covers a smaller range than opposite signs of $F$ and $D$.

The field vanishes at $Q=0.0524\,e$, where $D=4\pi P=0.0132$ hartree/($e$\,bohr). This is the short-circuit polar state. Its displacement is $u=0.301$ bohr and its polarization is $0.00105\,e$/bohr$^2$, or $0.060$ C/m$^2$. It lies $0.577\times10^{-3}$ hartree below the nonpolar state, and reversal of $n$ gives an equal minimum at $-D$. If lateral domains were allowed, plates with no net charge could be covered half by each polar state. Apart from wall and stray-field energies, this would gain the same $0.577\times10^{-3}$ hartree per cell. The uniform nonpolar state at $D=0$ is thus a property of the constrained problem.

Now take $Q=0.08\,e$. From \eqref{gauss},
\[
D=\frac{4\pi\times0.08}{50}=0.02011,\qquad
F=0.020106-0.016715=0.00339
\]
in hartree/($e$\,bohr). The two parts of $U$ are
\[
E=0.576802,\qquad
\frac{VF^2}{8\pi}=\frac{400\,(0.00339)^2}{8\pi}=0.000183
\]
in hartree, with sum $0.576985$ hartree. A stack of three such cells between explicit charged plates, relaxed with direct Coulomb sums over all charge planes, also has an energy of $0.576985$ hartree per cell. Its voltage is $3cF=24\times0.00339=0.0814$ hartree/$e$, or $2.2$ V.

The numbers also show why $E$ must be evaluated in the polarized state. The table and the well depth place this $U$ at $(0.577-0.218)\times10^{-3}=0.359\times10^{-3}$ hartree above the short-circuit minimum. The field energy supplies $0.183\times10^{-3}$ of this. The remaining $0.176\times10^{-3}$ hartree, about half, is the rise of $E$ itself.

For a change of area at this charge, the last term of \eqref{area} is
\[
-\frac{8\times0.00339\times0.02011}{4\pi}
=-4.3\times10^{-5}\ \text{hartree/bohr}^2 .
\]
Finite differences give $\partial U/\partial S=-7.0\times10^{-4}$ hartree/bohr$^2$ at fixed $D$ and $-7.4\times10^{-4}$ at fixed $Q$. Using the fixed-$D$ derivative for disconnected plates would miss about 6\% of the fixed-$Q$ value. A branch error would be far larger: moving the ion label by one period shifts $D$ by $4\pi\times2/50=0.503$ hartree/($e$\,bohr), some 25 times the displacement applied here.
